# Why ethylene adds to Si(001) despite the [2+2] symmetry rule: verification in Python

```python
"""
Result under test: a mirror-symmetric approach of ethylene to a flat Si dimer has
a crossing of a filled even and an empty odd level, and no bonding energy before it.
Buckling opens that crossing, and an approach over the lower Si atom avoids it.

Model: four orbitals in the order upper Si, lower Si, carbon 1, carbon 2, with four
electrons. Carbon 1 is near the lower Si atom in the adduct, carbon 2 near the upper.
TC, TD : hopping strengths in ethylene and in the dimer (eV)
BUCKLE : level difference, lower minus upper Si atom (eV); zero for a flat dimer
V      : Si-C coupling strengths, rows = Si atoms, columns = carbons (eV)
KAPPA  : Pauli repulsion per squared isotropic coupling (1/eV)
x, z   : lateral offset toward the lower atom and height of ethylene (nm)
Energies are relative to the separated partners with the same dimer shape.
"""
import heapq
from itertools import combinations
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize

TC, TD, BUCKLE, KAPPA = 3.0, 0.4, 0.8, 0.22
V0, R0, DECAY = 3.5, 0.19, 0.05
DIMER, CC = 0.23, 0.14
TEMPERATURE = 300.0
KT = const.k * TEMPERATURE / const.e


def couplings(x, z):
    """Isotropic and directional Si-C coupling strengths."""
    x, z = np.broadcast_arrays(np.asarray(x, float), np.asarray(z, float))
    silicon = np.array([-DIMER / 2, DIMER / 2])
    carbon = np.array([CC / 2, -CC / 2])
    lateral = x[..., None, None] + carbon[None, :] - silicon[:, None]
    height = z[..., None, None]
    r = np.sqrt(lateral**2 + height**2)
    isotropic = V0 * np.exp(-(r - R0) / DECAY)
    return isotropic, isotropic * (height / r)**2


def matrix(v, buckle, carbon=0.0, tc=TC):
    v = np.asarray(v, float)
    h = np.zeros(v.shape[:-2] + (4, 4))
    h[..., 0, 0], h[..., 1, 1] = -buckle / 2, buckle / 2
    h[..., 2, 2] = h[..., 3, 3] = carbon
    h[..., 0, 1] = h[..., 1, 0] = -TD
    h[..., 2, 3] = h[..., 3, 2] = -tc
    h[..., :2, 2:] = -v
    h[..., 2:, :2] = -np.swapaxes(v, -1, -2)
    return h


def electronic(v, buckle, carbon=0.0, tc=TC):
    levels = np.linalg.eigvalsh(matrix(v, buckle, carbon, tc))
    return 2 * levels[..., :2].sum(-1), levels[..., 2] - levels[..., 1]


def surface(x, z, buckle, carbon=0.0, tc=TC, kappa=KAPPA):
    """Total energy relative to separated partners, and HOMO-LUMO gap."""
    isotropic, v = couplings(x, z)
    energy, gap = electronic(v, buckle, carbon, tc)
    start = electronic(np.zeros((2, 2)), buckle, carbon, tc)[0]
    return energy - start + kappa * (isotropic**2).sum((-1, -2)), gap


# --- flat dimer, central approach: crossing and parity of the filled levels
def crossing_condition(z):
    v = couplings(0.0, z)[1]
    s, u = v[1, 0], v[0, 0]
    return s**2 + u**2 - 4 * s**2 * u**2 / (TC + TD)**2 - TC * TD


z_cross = brentq(crossing_condition, 0.20, 0.40, xtol=1e-14)
v_cross = couplings(0.0, z_cross)[1]
gap_cross = float(surface(0.0, z_cross, 0.0)[1])
assert gap_cross < 1e-8
outside = np.linspace(z_cross + 1e-4, 0.6, 50)
flat_energy = electronic(couplings(0.0, outside)[1], 0.0)[0]
assert np.allclose(flat_energy, -2 * (TC + TD), atol=1e-10)

mirror = np.eye(4)[[1, 0, 3, 2]]


def filled_parity(z):
    vectors = np.linalg.eigh(matrix(couplings(0.0, z)[1], 0.0))[1]
    return [int(round(vectors[:, i] @ mirror @ vectors[:, i])) for i in range(2)]


parity_before = filled_parity(z_cross + 0.01)
parity_after = filled_parity(z_cross - 0.01)
assert parity_before == [1, 1] and sorted(parity_after) == [-1, 1]

# --- buckled dimer, central approach without cross couplings
for s in (0.3, 0.9, np.sqrt(TC * TD), 1.8, 3.0):
    a = BUCKLE**2 / 4 + TD**2 + TC**2 + 2 * s**2
    b = np.sqrt((TC * TD - s**2)**2 + BUCKLE**2 * TC**2 / 4)
    energy, gap = electronic(np.array([[0, s], [s, 0]]), BUCKLE)
    assert abs(energy + 2 * np.sqrt(a + 2 * b)) < 1e-9
    assert abs(gap - np.sqrt(a + 2 * b) + np.sqrt(a - 2 * b)) < 1e-9

# --- first attraction for three places of approach
g = np.sqrt(BUCKLE**2 / 4 + TD**2)
entrance = {
    "lower": ([[0, 0], [1, 1]], 2 * (1 + BUCKLE / (2 * g)) / (TC + g)),
    "upper": ([[1, 1], [0, 0]], 2 * (1 - BUCKLE / (2 * g)) / (TC + g)),
    "centre": ([[0, 1], [1, 0]], 2 * (1 - TD / g) / (TC + g)),
}
isolated_energy, isolated_gap = electronic(np.zeros((2, 2)), BUCKLE)
for pattern, coefficient in entrance.values():
    w = 0.01
    found = (isolated_energy - electronic(w * np.array(pattern), BUCKLE)[0]) / w**2
    assert abs(found / coefficient - 1) < 2e-3

# --- barriers on the central line
z_line = np.linspace(0.60, 0.15, 9001)


def central_barrier(buckle, kappa=KAPPA):
    energy = surface(0.0, z_line, buckle, kappa=kappa)[0]
    well = int(np.argmin(energy))
    top = int(np.argmax(energy[:well]))
    width = (energy[:well] > energy[top] / 2).sum() * (z_line[0] - z_line[1])
    return energy[top], z_line[top], width


flat_barrier, flat_top, flat_width = central_barrier(0.0)
buckled_barrier, buckled_top, _ = central_barrier(BUCKLE)
repulsion_cross = KAPPA * (couplings(0.0, z_cross)[0]**2).sum()
assert abs(flat_barrier - repulsion_cross) < 2e-3
assert buckled_barrier < flat_barrier
central_gap = surface(0.0, z_line[z_line > 0.18], BUCKLE)[1].min()
assert central_gap > 0.1


# --- low-energy route in the plane of offset and height
def route(step, buckle, **options):
    xs = np.linspace(-0.2, 0.2, int(round(0.4 / step)) + 1)
    zs = np.linspace(0.15, 0.60, int(round(0.45 / step)) + 1)
    gx, gz = np.meshgrid(xs, zs, indexing="ij")
    energy, gap = surface(gx, gz, buckle, **options)
    target = np.unravel_index(
        np.argmin(np.where(abs(gx) < 0.031, energy, np.inf)), energy.shape)
    weight = np.exp(energy / 0.05)
    best = np.full(energy.shape, np.inf)
    previous, heap = {}, []
    for i in range(len(xs)):
        best[i, -1] = 0.0
        heapq.heappush(heap, (0.0, i, len(zs) - 1))
    while heap:
        cost, i, j = heapq.heappop(heap)
        if cost > best[i, j]:
            continue
        if (i, j) == target:
            break
        for di in (-1, 0, 1):
            for dj in (-1, 0, 1):
                k, m = i + di, j + dj
                if (di or dj) and 0 <= k < len(xs) and 0 <= m < len(zs):
                    new = cost + weight[k, m] * np.hypot(di, dj) * step
                    if new < best[k, m]:
                        best[k, m] = new
                        previous[k, m] = (i, j)
                        heapq.heappush(heap, (new, k, m))
    nodes = [tuple(int(q) for q in target)]
    while nodes[-1] in previous:
        nodes.append(previous[nodes[-1]])
    i, j = np.array(nodes[::-1]).T
    return xs[i], zs[j], energy[i, j], gap[i, j]


def largest_climb(energy):
    return np.max(energy - np.minimum.accumulate(energy))


path_x, path_z, path_e, path_gap = route(0.005, BUCKLE)
coarse_e = route(0.01, BUCKLE)[2]
flat_path = route(0.005, 0.0)
first = int(np.argmax(path_e < -0.1))
assert path_e.max() < buckled_barrier
assert path_x[first] > 0 and path_gap.min() > 0.5
assert path_e[-1] < -1.0

z_scan = np.linspace(0.15, 0.60, 2001)
lower_scan = surface(DIMER / 2, z_scan, BUCKLE)[0]
upper_scan = surface(-DIMER / 2, z_scan, BUCKLE)[0]
assert lower_scan.min() < upper_scan.min()

# --- follow the degeneracy point while the dimer is buckled
point, track = np.array([0.0, z_cross]), []
for buckle in np.linspace(0.1, BUCKLE, 8):
    simplex = np.array([point, point + [-0.01, 0], point + [0, 0.005]])
    fit = minimize(lambda q: float(surface(q[0], q[1], buckle)[1])**2, point,
                   method="Nelder-Mead",
                   options=dict(initial_simplex=simplex, xatol=1e-10,
                                fatol=1e-18, maxiter=2000, maxfev=4000))
    point = fit.x
    track.append((buckle, point[0], point[1], np.sqrt(fit.fun)))
assert track[0][3] < 1e-4 and track[0][1] < 0

# --- electron correlation by exact diagonalization of four electrons
PAIRS = list(combinations(range(4), 2))


def many_body(h, repulsion):
    """Ground energy with repulsion measured from the mean-field density."""
    t = np.zeros((6, 6))
    for p, (i, j) in enumerate(PAIRS):
        for q, (k, m) in enumerate(PAIRS):
            t[p, q] = (h[i, k] * (j == m) - h[i, m] * (j == k)
                       - h[j, k] * (i == m) + h[j, m] * (i == k))
    vectors = np.linalg.eigh(h)[1]
    mean = (vectors[:, :2]**2).sum(1)
    full = np.kron(t, np.eye(6)) + np.kron(np.eye(6), t)
    for site in (0, 1):
        n = np.array([float(site in pair) for pair in PAIRS]) - mean[site]
        full += repulsion * np.diag(np.kron(n, n))
    return np.linalg.eigvalsh(full)[0]


U_SI = 1.0


def correlation(v, buckle):
    h = matrix(v, buckle)
    bare = many_body(h, 0.0)
    assert abs(bare - electronic(v, buckle)[0]) < 1e-9
    lowering = many_body(h, U_SI) - bare
    assert lowering < 1e-9
    return lowering


zero = np.zeros((2, 2))
corr_flat = (correlation(couplings(0.0, z_cross + 1e-4)[1], 0.0)
             - correlation(zero, 0.0))
corr_central = (correlation(couplings(0.0, buckled_top)[1], BUCKLE)
                - correlation(zero, BUCKLE))
narrow = int(np.argmin(path_gap))
corr_path = (correlation(couplings(path_x[narrow], path_z[narrow])[1], BUCKLE)
             - correlation(zero, BUCKLE))

# --- other neglected effects
shifted = [route(0.01, BUCKLE, carbon=c)[2].max() for c in (-0.5, 0.5)]
soft = route(0.01, BUCKLE, tc=2.5)[2]
hard = route(0.01, BUCKLE, kappa=0.28)[2]
hard_flat = central_barrier(0.0, 0.28)[0]
v_well = couplings(path_x[-1], path_z[-1])[1]
release = electronic(v_well, 0.0)[0] - electronic(v_well, BUCKLE)[0]
mass = 28.0 * const.atomic_mass
wavelength = const.h / np.sqrt(2 * np.pi * mass * const.k * TEMPERATURE) * 1e9
passage = 0.1e-9 / np.sqrt(const.k * TEMPERATURE / mass)
FLIP_BARRIER, FLIP_ATTEMPT = 0.1, 1e13
flips = FLIP_ATTEMPT * np.exp(-FLIP_BARRIER / KT) * passage

print(f"tc, td, buckling D: {TC}, {TD}, {BUCKLE} eV; k = {KAPPA} 1/eV")
print(f"coupling {V0} eV at {R0} nm, decay length {DECAY} nm")
print(f"Si-Si {DIMER} nm, C-C {CC} nm; T = {TEMPERATURE:.0f} K, kT = {KT:.4f} eV")
print(f"isolated gap: flat {2*TD:.3f} eV, buckled {isolated_gap:.3f} eV")
print("FLAT DIMER, CENTRAL APPROACH")
print(f"filled parities before {parity_before}, after {parity_after}")
print(f"electronic energy before crossing {flat_energy[0]:.3f} eV")
print(f"crossing height {z_cross:.4f} nm, gap {gap_cross:.1e} eV")
print(f"there s = {v_cross[1,0]:.3f} eV, u = {v_cross[0,0]:.3f} eV")
print(f"barrier {flat_barrier:.3f} eV; repulsion at crossing {repulsion_cross:.3f} eV")
print(f"Boltzmann factor of barrier {np.exp(-flat_barrier/KT):.1e}")
for label, bk in (("flat", 0.0), ("buckled", BUCKLE)):
    for z in (0.60, z_cross, path_z[-1]):
        lv = np.linalg.eigvalsh(matrix(couplings(0.0, z)[1], bk))
        print(f"{label} levels z={z:.3f} nm:", " ".join(f"{q:.3f}" for q in lv), "eV")
print("BUCKLED DIMER")
print(f"central: barrier {buckled_barrier:.3f} eV at {buckled_top:.3f} nm")
print(f"central: smallest gap above 0.18 nm {central_gap:.3f} eV")
for name, (_, coefficient) in entrance.items():
    print(f"attraction/w^2 {name}: {coefficient:.3f}, repulsion {2*KAPPA:.3f} 1/eV")
print(f"lowest energy over lower atom {lower_scan.min():.3f} eV "
      f"at {z_scan[lower_scan.argmin()]:.3f} nm")
print(f"lowest energy over upper atom {upper_scan.min():.3f} eV "
      f"at {z_scan[upper_scan.argmin()]:.3f} nm")
print("low-energy route: x (nm), z (nm), energy (eV), gap (eV)")
for i in np.linspace(max(first - 2, 0), len(path_e) - 1, 7).astype(int):
    print(f"  {path_x[i]:.3f}  {path_z[i]:.3f}  {path_e[i]:.3f}  {path_gap[i]:.3f}")
print(f"route: highest {path_e.max():.4f} eV, largest climb {largest_climb(path_e):.3f} eV")
print(f"route: smallest gap {path_gap.min():.3f} eV, adduct {path_e[-1]:.3f} eV")
print(f"grid 0.010 to 0.005 nm: highest shifts {path_e.max()-coarse_e.max():.4f} eV, "
      f"adduct {path_e[-1]-coarse_e[-1]:.4f} eV")
print(f"flat dimer, free route: highest {flat_path[2].max():.4f} eV, "
      f"climb {largest_climb(flat_path[2]):.3f} eV")
print(f"flat dimer, free route: smallest gap {flat_path[3].min():.3f} eV, "
      f"largest |x| {abs(flat_path[0]).max():.3f} nm")
for bk, x, z, residual in (track[0], track[-1]):
    print(f"degeneracy search D={bk:.1f} eV: x={x:.4f}, z={z:.4f} nm, "
          f"gap {residual:.1e} eV")
print("NEGLECTED EFFECTS")
print(f"correlation, U={U_SI} eV on Si: flat crossing {corr_flat:.3f} eV")
print(f"  buckled central top {corr_central:.3f}, route at smallest gap {corr_path:.3f} eV")
print(f"carbon level -0.5/+0.5 eV: route highest {shifted[0]:.3f}/{shifted[1]:.3f} eV")
print(f"tc=2.5 eV: route highest {soft.max():.3f} eV, climb {largest_climb(soft):.3f} eV")
print(f"k=0.28 1/eV: route highest {hard.max():.3f}, adduct {hard[-1]:.3f} eV")
print(f"k=0.28 1/eV: flat central barrier {hard_flat:.3f} eV")
print(f"buckling removed in adduct: electronic change {release:.3f} eV")
print(f"thermal wavelength {wavelength:.4f} nm, flat barrier width {flat_width:.4f} nm")
print(f"flip barrier {FLIP_BARRIER} eV, attempts {FLIP_ATTEMPT:.0e} 1/s (rough)")
print(f"passage of 0.1 nm {passage*1e12:.3f} ps, flips during passage {flips:.3f}")
print("all assertions hold")
```

Printed output:

```
tc, td, buckling D: 3.0, 0.4, 0.8 eV; k = 0.22 1/eV
coupling 3.5 eV at 0.19 nm, decay length 0.05 nm
Si-Si 0.23 nm, C-C 0.14 nm; T = 300 K, kT = 0.0259 eV
isolated gap: flat 0.800 eV, buckled 1.131 eV
FLAT DIMER, CENTRAL APPROACH
filled parities before [1, 1], after [1, -1]
electronic energy before crossing -6.800 eV
crossing height 0.2429 nm, gap 2.8e-16 eV
there s = 1.082 eV, u = 0.221 eV
barrier 0.604 eV; repulsion at crossing 0.605 eV
Boltzmann factor of barrier 7.1e-11
flat levels z=0.600 nm: -3.000 -0.400 0.400 3.000 eV
flat levels z=0.243 nm: -3.540 0.140 0.140 3.260 eV
flat levels z=0.180 nm: -5.941 -1.722 2.541 5.122 eV
buckled levels z=0.600 nm: -3.000 -0.566 0.566 3.000 eV
buckled levels z=0.243 nm: -3.547 -0.212 0.495 3.263 eV
buckled levels z=0.180 nm: -5.952 -1.730 2.546 5.136 eV
BUCKLED DIMER
central: barrier 0.220 eV at 0.244 nm
central: smallest gap above 0.18 nm 0.703 eV
attraction/w^2 lower: 0.958, repulsion 0.440 1/eV
attraction/w^2 upper: 0.164, repulsion 0.440 1/eV
attraction/w^2 centre: 0.164, repulsion 0.440 1/eV
lowest energy over lower atom -0.562 eV at 0.202 nm
lowest energy over upper atom 0.000 eV at 0.600 nm
low-energy route: x (nm), z (nm), energy (eV), gap (eV)
  0.155  0.275  -0.083  1.187
  0.155  0.240  -0.283  1.362
  0.150  0.205  -0.623  1.907
  0.115  0.200  -0.558  2.396
  0.080  0.200  -0.506  2.018
  0.045  0.190  -0.909  2.600
  0.005  0.180  -1.437  4.267
route: highest -0.0000 eV, largest climb 0.131 eV
route: smallest gap 1.131 eV, adduct -1.437 eV
grid 0.010 to 0.005 nm: highest shifts 0.0000 eV, adduct -0.0004 eV
flat dimer, free route: highest 0.0000 eV, climb 0.143 eV
flat dimer, free route: smallest gap 0.763 eV, largest |x| 0.195 nm
degeneracy search D=0.1 eV: x=-0.0154, z=0.2422 nm, gap 2.2e-10 eV
degeneracy search D=0.8 eV: x=-0.0761, z=0.2244 nm, gap 3.7e-10 eV
NEGLECTED EFFECTS
correlation, U=1.0 eV on Si: flat crossing -0.257 eV
  buckled central top 0.021, route at smallest gap 0.000 eV
carbon level -0.5/+0.5 eV: route highest -0.000/-0.000 eV
tc=2.5 eV: route highest -0.000 eV, climb 0.225 eV
k=0.28 1/eV: route highest 0.084, adduct -0.121 eV
k=0.28 1/eV: flat central barrier 0.769 eV
buckling removed in adduct: electronic change 0.047 eV
thermal wavelength 0.0190 nm, flat barrier width 0.0269 nm
flip barrier 0.1 eV, attempts 1e+13 1/s (rough)
passage of 0.1 nm 0.335 ps, flips during passage 0.070
all assertions hold
```
